# Full synergy does not prove self-limited atomic layer etching: a numerical check

```python
"""
Result under test: an oxidise-and-strip etch can have 100% synergy while
its removal per cycle E grows without limit with the step time.
  S = 100*(1 - (alpha + beta)/E), alpha, beta = single-step removals
  film growth from clean: x**2 + A*x = B*t
  complete cycle law: E = gamma*min(x(t_mod), r*t_rem)
gamma = substrate thickness held in unit film thickness, r = strip rate.
Removal counts atoms that left the wafer, as nm of substrate.
Lengths are in nm and times in s unless a name says otherwise.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

A, B, GAMMA, STRIP = 1.0, 0.1, 0.45, 0.1
DT = 0.02


def parabolic_rate(film):
    return B / (A + 2 * film)


def film_formula(time):
    return (-A + np.sqrt(A * A + 4 * B * time)) / 2


def run(t_mod, t_rem, cycles=1, rate=parabolic_rate, sputter=0.0, attack=0.0):
    """Follow inventories; return last-cycle removal, film, substrate used."""
    start = 200.0
    substrate, film = start, 0.0
    removed = 0.0
    for _ in range(cycles):
        before = substrate + GAMMA * film
        for _ in range(round(t_mod / DT)):
            middle = film + 0.5 * DT * (rate(film) - sputter)
            growth = DT * rate(middle)
            substrate -= GAMMA * growth
            film += growth - sputter * DT
        t_clear = min(t_rem, film / STRIP)
        film -= STRIP * t_clear
        substrate -= attack * (t_rem - t_clear)
        removed = before - substrate - GAMMA * film
    return removed, film, start - substrate


def synergy(t_mod, t_rem, **options):
    alpha = run(t_mod, 0, **options)[0]
    beta = run(0, t_rem, **options)[0]
    cycle = run(t_mod, t_rem, **options)[0]
    return 100 * (1 - (alpha + beta) / cycle), alpha, beta, cycle


def moving_boundary(time, storage, cells=20):
    """Oxidant diffusion in a growing film; storage = C0/N."""
    diffusivity = B / (2 * storage)
    reaction = 2 * diffusivity / A
    h = 1 / cells

    def derivative(_, state):
        c = np.concatenate(([1.0], state[:-1]))
        x = state[-1]
        speed = storage * reaction * c[-1]
        end_slope = -x * c[-1] * (reaction + speed) / diffusivity
        ghost = c[-2] + 2 * h * end_slope
        full = np.append(c, ghost)
        second = (full[2:] - 2 * full[1:-1] + full[:-2]) / h**2
        first = (full[2:] - full[:-2]) / (2 * h)
        position = np.arange(1, cells + 1) * h
        dc = diffusivity * second / x**2 + position * speed * first / x
        return np.append(dc, speed)

    initial = np.append(np.ones(cells), 1e-3)
    result = solve_ivp(derivative, (0, time), initial, method="BDF",
                       rtol=1e-7, atol=1e-9)
    assert result.success
    return result.y[-1, -1]


print(f"Growth parameter A: {A:.1f} nm")
print(f"Growth parameter B: {B:.1f} nm^2/s")
print(f"Substrate per unit film gamma: {GAMMA:.2f}")
print(f"Film strip rate r: {STRIP:.1f} nm/s")

# Complete strip: inventory simulation against the closed growth law.
ideal = {}
for t in (20, 60, 120, 200):
    s, alpha, beta, cycle = synergy(t, 60)
    ideal[t] = cycle
    assert abs(s - 100) < 1e-6
    assert abs(cycle - GAMMA * film_formula(t)) < 1e-4
    print(f"t_mod {t} s, t_rem 60 s: film {film_formula(t):.2f} nm, "
          f"E {cycle:.3f} nm, S {s:.1f} %")
print(f"E(200 s)/E(60 s): {ideal[200] / ideal[60]:.2f}")

for t in (60, 200):
    low, high = run(0.95 * t, 60)[0], run(1.05 * t, 60)[0]
    slope = np.log(high / low) / np.log(1.05 / 0.95)
    x = film_formula(t)
    assert abs(slope - (x + A) / (2 * x + A)) < 1e-3
    print(f"Local exponent of E at t_mod {t} s: {slope:.3f}")
t_long = 1e7
long_run = solve_ivp(lambda _, y: B / (A + 2 * y), (0, t_long), [0.0],
                     method="LSODA", rtol=1e-9, atol=1e-9)
long_ratio = long_run.y[0, -1] / np.sqrt(B * t_long)
assert abs(long_ratio - 1) < 2e-3
print(f"Film/sqrt(B t) at {t_long:.0e} s: {long_ratio:.4f}")

# Incomplete strip: many cycles, including the hidden residual film.
for t_mod, t_rem in ((60, 10), (120, 10), (60, 15), (120, 20)):
    first = run(t_mod, t_rem)[0]
    last, residual, _ = run(t_mod, t_rem, cycles=120)
    expected = GAMMA * min(film_formula(t_mod), STRIP * t_rem)
    dose = STRIP * t_rem
    residual_formula = (B * t_mod / dose - A - dose) / 2
    assert abs(first - expected) < 1e-4 and abs(last - expected) < 1e-4
    assert abs(residual - residual_formula) < 2e-3
    s_short = synergy(t_mod, t_rem)[0]
    assert abs(s_short - 100) < 1e-6
    print(f"t_mod {t_mod} s, t_rem {t_rem} s: E {last:.3f} nm, "
          f"residual film {residual:.2f} nm, S {s_short:.1f} %")

# Self-limited control, matched to the same film at 60 s.
tau = 10.0
x_sat = film_formula(60) / (1 - np.exp(-60 / tau))


def saturating_rate(film):
    return (x_sat - film) / tau


s_control, _, _, control_60 = synergy(60, 60, rate=saturating_rate)
control_120 = run(120, 120, rate=saturating_rate)[0]
control_200 = run(200, 60, rate=saturating_rate)[0]
both_doubled = run(120, 120)[0]
assert abs(control_60 - ideal[60]) < 1e-4
assert abs(control_200 - GAMMA * x_sat) < 1e-4
assert control_120 / control_60 < 1.01 < both_doubled / ideal[60]
print(f"Control time constant: {tau:.0f} s")
print(f"Control saturation film: {x_sat:.3f} nm")
print(f"Control S at 60 s, 60 s: {s_control:.1f} %")
print(f"Control E at t_mod 60 s: {control_60:.3f} nm")
print(f"Control E at t_mod 200 s: {control_200:.3f} nm")
print(f"Control E ratio, both times 60 to 120 s: "
      f"{control_120 / control_60:.4f}")
print(f"Parabolic E ratio, both times 60 to 120 s: "
      f"{both_doubled / ideal[60]:.4f}")

# Counting converted substrate as already removed changes the verdict.
consumed = run(60, 0)[2]
apparent = 100 * (1 - consumed / ideal[60])
assert abs(apparent) < 1e-6
print(f"Substrate converted by 60 s oxidation alone: {consumed:.3f} nm")
print(f"Apparent S if conversion is counted: {abs(apparent):.1f} %")

# Leaks: rough assumed sputtering and substrate attack.
substrate_density_cm3 = 5e22
ion_flux_cm2_s = 1e15
sputter_yield = 1e-4
selectivity = 1000
film_density_cm3 = GAMMA * substrate_density_cm3
sputter_rate = sputter_yield * ion_flux_cm2_s / film_density_cm3 * 1e7
attack_rate = STRIP / selectivity
print(f"Assumed ion flux: {ion_flux_cm2_s:.0e} cm^-2 s^-1")
print(f"Assumed sputter yield: {sputter_yield:.0e} film units per ion")
print(f"Substrate atom density: {substrate_density_cm3:.1e} cm^-3")
print(f"Film sputter rate: {sputter_rate:.2e} nm/s")
print(f"Assumed strip selectivity: {selectivity}")
leaky = {}
for t in (60, 200):
    leaky[t] = synergy(t, 60, sputter=sputter_rate, attack=attack_rate)
    s, alpha, beta, cycle = leaky[t]
    x = film_formula(t)
    estimate = GAMMA * x + attack_rate * (60 - x / STRIP)
    assert abs(cycle - estimate) < GAMMA * sputter_rate * t + 1e-4
    print(f"Leaky t_mod {t} s: alpha {alpha:.4f} nm, beta {beta:.4f} nm, "
          f"E {cycle:.4f} nm, S {s:.2f} %")
assert leaky[200][0] > leaky[60][0]
weaker = synergy(60, 60, sputter=sputter_rate / 10, attack=attack_rate / 10)
deficit_ratio = (100 - leaky[60][0]) / (100 - weaker[0])
assert abs(deficit_ratio - 10) < 0.2
print(f"Synergy deficit ratio for tenfold leaks: {deficit_ratio:.2f}")

# Finite oxidant storage, from the time-dependent diffusion problem.
storage = 1e-3
print(f"Assumed oxidant storage C0/N: {storage:.0e}")
for t in (60, 200):
    x_pde = moving_boundary(t, storage)
    deviation = x_pde / film_formula(t) - 1
    assert abs(deviation) < 2e-3
    print(f"Diffusion solution at {t} s: {x_pde:.4f} nm, "
          f"deviation {100 * deviation:.3f} %")

# Stronger slowdown: logarithmic growth with equal initial rate and x(60 s).
initial_rate = B / A
length = brentq(lambda q: q * np.log(1 + initial_rate * 60 / q)
                - film_formula(60), 0.1, 10)


def logarithmic_rate(film):
    return initial_rate * np.exp(-film / length)


log_60 = run(60, 60, rate=logarithmic_rate)[0]
s_log, _, _, log_200 = synergy(200, 60, rate=logarithmic_rate)
log_formula = GAMMA * length * np.log(1 + initial_rate * 200 / length)
assert abs(log_60 - ideal[60]) < 1e-4
assert abs(log_200 - log_formula) < 1e-4
assert log_200 > 1.2 * log_60 and log_200 < ideal[200]
print(f"Logarithmic-law length: {length:.3f} nm")
print(f"Logarithmic-law E at 60 s: {log_60:.3f} nm")
print(f"Logarithmic-law E at 200 s: {log_200:.3f} nm, S {s_log:.1f} %")
print(f"Change of E at 200 s from growth law: "
      f"{100 * (log_200 / ideal[200] - 1):.1f} %")

spacing = substrate_density_cm3 ** (-1 / 3) * 1e7
print(f"Mean substrate atomic spacing: {spacing:.3f} nm")
print(f"E in mean spacings at 60 s: {ideal[60] / spacing:.1f}")
print(f"E in mean spacings at 200 s: {ideal[200] / spacing:.1f}")
print("OK")
```

Output:

```
Growth parameter A: 1.0 nm
Growth parameter B: 0.1 nm^2/s
Substrate per unit film gamma: 0.45
Film strip rate r: 0.1 nm/s
t_mod 20 s, t_rem 60 s: film 1.00 nm, E 0.450 nm, S 100.0 %
t_mod 60 s, t_rem 60 s: film 2.00 nm, E 0.900 nm, S 100.0 %
t_mod 120 s, t_rem 60 s: film 3.00 nm, E 1.350 nm, S 100.0 %
t_mod 200 s, t_rem 60 s: film 4.00 nm, E 1.800 nm, S 100.0 %
E(200 s)/E(60 s): 2.00
Local exponent of E at t_mod 60 s: 0.600
Local exponent of E at t_mod 200 s: 0.556
Film/sqrt(B t) at 1e+07 s: 0.9995
t_mod 60 s, t_rem 10 s: E 0.450 nm, residual film 2.00 nm, S 100.0 %
t_mod 120 s, t_rem 10 s: E 0.450 nm, residual film 5.00 nm, S 100.0 %
t_mod 60 s, t_rem 15 s: E 0.675 nm, residual film 0.75 nm, S 100.0 %
t_mod 120 s, t_rem 20 s: E 0.900 nm, residual film 1.50 nm, S 100.0 %
Control time constant: 10 s
Control saturation film: 2.005 nm
Control S at 60 s, 60 s: 100.0 %
Control E at t_mod 60 s: 0.900 nm
Control E at t_mod 200 s: 0.902 nm
Control E ratio, both times 60 to 120 s: 1.0025
Parabolic E ratio, both times 60 to 120 s: 1.5000
Substrate converted by 60 s oxidation alone: 0.900 nm
Apparent S if conversion is counted: 0.0 %
Assumed ion flux: 1e+15 cm^-2 s^-1
Assumed sputter yield: 1e-04 film units per ion
Substrate atom density: 5.0e+22 cm^-3
Film sputter rate: 4.44e-05 nm/s
Assumed strip selectivity: 1000
Leaky t_mod 60 s: alpha 0.0012 nm, beta 0.0060 nm, E 0.9044 nm, S 99.20 %
Leaky t_mod 200 s: alpha 0.0040 nm, beta 0.0060 nm, E 1.8033 nm, S 99.45 %
Synergy deficit ratio for tenfold leaks: 9.96
Assumed oxidant storage C0/N: 1e-03
Diffusion solution at 60 s: 1.9998 nm, deviation -0.009 %
Diffusion solution at 200 s: 3.9994 nm, deviation -0.015 %
Logarithmic-law length: 1.051 nm
Logarithmic-law E at 60 s: 0.900 nm
Logarithmic-law E at 200 s: 1.417 nm, S 100.0 %
Change of E at 200 s from growth law: -21.3 %
Mean substrate atomic spacing: 0.271 nm
E in mean spacings at 60 s: 3.3
E in mean spacings at 200 s: 6.6
OK
```
